\section*{Phonon Scattering by Random Atomic Masses in a Debye Solid, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: a single scattering event}

A crystal whose atoms differ in mass but not in chemical bonding scatters its own lattice waves. This problem asks how fast a phonon is lost by such scattering, how the rate depends on frequency, and what it means for heat conduction.

The crystal is harmonic and has $N$ atoms, one per primitive cell of volume $V_0$, at lattice sites $\mathbf R_i$ with periodic boundary conditions. The masses $m_i$ are independent random variables drawn from one distribution with mean $\bar m$. The force constants are the same everywhere. If all masses were equal to $\bar m$, the vibrations would be plane waves with wave vector $\mathbf k$ and branch $j$, and with the linear dispersion
\begin{equation}
\omega=v_jk,\qquad k=|\mathbf k| .
\end{equation}
There is one longitudinal branch, with velocity $v_L$ and polarization vector $\mathbf e$ along $\mathbf k$. There are two transverse branches, both with velocity $v_T$, whose polarizations are perpendicular to $\mathbf k$ and to each other. All polarization vectors are real unit vectors. The frequencies considered are low enough that the sphere $k=\omega/v_j$ lies inside the first Brillouin zone for every branch. Atomic units are used in the algebra, so $\hbar=1$.

\subsection*{(a) The perturbation}

\textbf{Question.} Write the Hamiltonian as that of a uniform crystal plus a perturbation, and find the part that governs scattering when the masses differ little.

\textbf{Solution.} With displacements $\mathbf u_i$, momenta $\mathbf p_i$ and harmonic potential energy $U$,
\begin{equation}
H=\sum_i\frac{\mathbf p_i^2}{2m_i}+U(\mathbf u_1,\dots,\mathbf u_N).
\end{equation}
The disorder appears in the kinetic energy alone. Define the relative mass deviation and its variance,
\begin{equation}
\varepsilon_i=\frac{m_i}{\bar m}-1,\qquad \langle\varepsilon_i\rangle=0,\qquad \Gamma=\langle\varepsilon_i^2\rangle ,
\end{equation}
where angle brackets denote the average over the mass distribution. The number $\Gamma$ is dimensionless: it is the variance of the mass divided by the square of the mean mass. Since $m_i=\bar m(1+\varepsilon_i)$,
\begin{equation}
\frac1{m_i}=\frac1{\bar m}\left(1-\varepsilon_i+\varepsilon_i^2-\dots\right).
\end{equation}
The first term gives the uniform crystal,
\begin{equation}
H_0=\sum_i\frac{\mathbf p_i^2}{2\bar m}+U ,
\end{equation}
and the second gives the perturbation
\begin{equation}
H'=-\sum_i\varepsilon_i\,\frac{\mathbf p_i^2}{2\bar m}.
\label{eq:pert}
\end{equation}
The minus sign says that a heavy atom has less kinetic energy at given momentum.

The term in $\varepsilon_i^2$ may be dropped at leading order. A scattering rate is proportional to the squared modulus of an amplitude. The amplitude from $H'$ is of order $\varepsilon$, so its square is of order $\varepsilon^2$. The dropped term adds an amplitude of order $\varepsilon^2$, which changes the rate first through its product with the leading amplitude, at order $\varepsilon^3$. The second-order action of $H'$ itself enters at the same order.

\subsection*{(b) The matrix element}

\textbf{Question.} Find the matrix element of $H'$ for the removal of one phonon from mode $\lambda=(\mathbf k,j)$ and the addition of one to another mode $\lambda'=(\mathbf k',j')$.

\textbf{Solution.} Let $a_\lambda$ and $a_\lambda^\dagger$ be the annihilation and creation operators of the uniform crystal, with $[a_\lambda,a_{\lambda'}^\dagger]=\delta_{\lambda\lambda'}$. The displacement is a sum over all plane waves. The three uniform translations at $\mathbf k=0$ do not oscillate and play no part in the scattering. For the others,
\begin{equation}
\mathbf u_i=\sum_\lambda\frac{\mathbf e_\lambda}{\sqrt{2N\bar m\omega_\lambda}}
\left(a_\lambda e^{i\mathbf k\cdot\mathbf R_i}+a_\lambda^\dagger e^{-i\mathbf k\cdot\mathbf R_i}\right).
\label{eq:u}
\end{equation}
Under $H_0$ the operator $a_\lambda$ acquires the factor $e^{-i\omega_\lambda t}$, and $a^\dagger_\lambda$ the factor $e^{i\omega_\lambda t}$. Hence $\mathbf p_i=\bar m\,\dot{\mathbf u}_i$ becomes
\begin{equation}
\mathbf p_i=-i\sum_\lambda\sqrt{\frac{\bar m\omega_\lambda}{2N}}\;\mathbf e_\lambda
\left(a_\lambda e^{i\mathbf k\cdot\mathbf R_i}-a_\lambda^\dagger e^{-i\mathbf k\cdot\mathbf R_i}\right).
\label{eq:p}
\end{equation}
The normalization follows from the commutator of position and momentum. Each mode contributes the prefactor $-i/(2N)$ times two commutators, and each of these is $-1$ times a phase. For Cartesian components $\alpha,\beta$, with the translations restored to complete the sum,
\begin{equation}
[u_{i\alpha},p_{l\beta}]=\frac{i}{2N}\sum_\lambda e_{\lambda\alpha}e_{\lambda\beta}
\left(e^{i\mathbf k\cdot(\mathbf R_i-\mathbf R_l)}+e^{-i\mathbf k\cdot(\mathbf R_i-\mathbf R_l)}\right)
=i\,\delta_{il}\delta_{\alpha\beta}.
\end{equation}
The last step uses the completeness of the three polarizations at each $\mathbf k$, and the fact that the $N$ phases sum to $N\delta_{il}$.

Now collect from $\mathbf p_i^2$ the terms that contain $a_\lambda$ and $a_{\lambda'}^\dagger$. They arise twice, since either factor of $\mathbf p_i$ can supply $a_\lambda$, and the two operators commute because the modes differ. The square of $-i$ gives $-1$, and the minus sign before $a^\dagger$ in Eq.~\eqref{eq:p} gives another $-1$. Therefore
\begin{equation}
\mathbf p_i^2\;\ni\;2\,\frac{\bar m\sqrt{\omega\omega'}}{2N}\,(\mathbf e\cdot\mathbf e')\,
e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}\,a_{\lambda'}^\dagger a_\lambda ,
\end{equation}
where $\omega,\mathbf e$ belong to $\lambda$ and $\omega',\mathbf e'$ to $\lambda'$. If the modes hold $n$ and $n'$ phonons at first, then $a_\lambda$ gives $\sqrt n$ and $a_{\lambda'}^\dagger$ gives $\sqrt{n'+1}$. Multiplication by $-\varepsilon_i/(2\bar m)$ and summation over atoms yield
\begin{equation}
M_{\lambda'\lambda}=-\frac{\sqrt{\omega\omega'}}{2N}\,(\mathbf e\cdot\mathbf e')\,\sqrt{n(n'+1)}
\sum_i\varepsilon_i\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}.
\label{eq:M}
\end{equation}
The mean mass has cancelled. The factor $\mathbf e\cdot\mathbf e'$ has a simple origin: an atom of excess mass is shaken along $\mathbf e$ and reacts on the lattice with a force along $\mathbf e$, which drives a wave of polarization $\mathbf e'$ through the component of that force along $\mathbf e'$.

\subsection*{(c) The average over the masses}

\textbf{Question.} Find the average of the squared lattice sum in Eq.~\eqref{eq:M}, and evaluate $\Gamma$ for a mixture of two masses.

\textbf{Solution.} Put $\mathbf q=\mathbf k-\mathbf k'$. Then
\begin{equation}
\left\langle\Big|\sum_i\varepsilon_ie^{i\mathbf q\cdot\mathbf R_i}\Big|^2\right\rangle
=\sum_{i,l}\langle\varepsilon_i\varepsilon_l\rangle e^{i\mathbf q\cdot(\mathbf R_i-\mathbf R_l)} .
\end{equation}
For $i\ne l$ independence gives $\langle\varepsilon_i\varepsilon_l\rangle=\langle\varepsilon_i\rangle\langle\varepsilon_l\rangle=0$. The $N$ terms with $i=l$ each give $\Gamma$, so
\begin{equation}
\left\langle\Big|\sum_i\varepsilon_ie^{i\mathbf q\cdot\mathbf R_i}\Big|^2\right\rangle=N\Gamma .
\label{eq:avg}
\end{equation}
The atoms scatter as $N$ separate sources whose intensities add. The result does not depend on $\mathbf q$, so the disorder favours no particular change of wave vector. If like atoms cluster or avoid each other, terms with $i\neq l$ survive and the average in general depends on $\mathbf q$. The law derived below assumes independent masses. With correlated masses both its coefficient and its frequency dependence can change.

Let a fraction $x$ of the atoms have $r$ times the mass of the rest. In units of the lighter mass (for $r>1$) the mean is $1+x(r-1)$. The deviations from it are $-x(r-1)$ with probability $1-x$, and $(1-x)(r-1)$ with probability $x$. The variance is
\begin{equation}
(1-x)x^2(r-1)^2+x(1-x)^2(r-1)^2=x(1-x)(r-1)^2 ,
\end{equation}
because $x+(1-x)=1$. Division by the squared mean gives
\begin{equation}
\Gamma=\frac{x(1-x)(r-1)^2}{[1+x(r-1)]^2}.
\label{eq:Gamma}
\end{equation}
It vanishes for $x=0$ and $x=1$, when all atoms are alike.

The same bookkeeping shows when the next order matters. Terms of third order in the averaged rate contain three factors $\varepsilon$. By independence they survive when all three belong to one atom, and they are then proportional to
\begin{equation}
\langle\varepsilon_i^3\rangle=\frac{x(1-x)(1-2x)(r-1)^3}{[1+x(r-1)]^3}.
\end{equation}
Here $(1-x)(-x)^3+x(1-x)^3=x(1-x)(1-2x)$ was used. Relative to the leading rate the correction scales as
\begin{equation}
\frac{\langle\varepsilon_i^3\rangle}{\Gamma}=\frac{(1-2x)(r-1)}{1+x(r-1)} ,
\label{eq:skew}
\end{equation}
times a frequency-dependent factor that is not calculated here. In an equal mixture, $x=1/2$, this correction is absent. For a few atoms of very different mass it need not be small even when $\Gamma$ is small.

\subsection*{(d) The net rate between two modes}

\textbf{Question.} Find the rate at which phonons pass from $\lambda$ to $\lambda'$, subtract the reverse process, and determine how temperature enters.

\textbf{Solution.} In first-order perturbation theory the amplitude after time $t$ is $-iM\int_0^te^{i\Delta s}ds$, with $\Delta=\omega'-\omega$. The transition probability is therefore
\begin{equation}
P(t)=|M|^2\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.
\end{equation}
As a function of $\Delta$ this is a peak of width about $2\pi/t$. Its area follows from the substitution $y=\Delta t/2$:
\begin{equation}
\int_{-\infty}^{\infty}\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}\,d\Delta
=2t\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy=2\pi t .
\end{equation}
When the final modes are dense on the scale $2\pi/t$ and their properties vary little across the peak, the peak acts as $2\pi t\,\delta(\Delta)$. The rate is then $2\pi|M|^2\delta(\omega'-\omega)$, which is Fermi's golden rule. With Eqs.~\eqref{eq:M} and \eqref{eq:avg},
\begin{align}
\text{rate}(\lambda\to\lambda')
&=2\pi\,\frac{\omega\omega'}{4N^2}\,(\mathbf e\cdot\mathbf e')^2\,N\Gamma\;n(n'+1)\,\delta(\omega'-\omega)\nonumber\\
&=w_{\lambda\lambda'}\,n(n'+1),
\end{align}
where
\begin{equation}
w_{\lambda\lambda'}=\frac{\pi\Gamma\omega^2}{2N}\,(\mathbf e\cdot\mathbf e')^2\,\delta(\omega'-\omega).
\label{eq:w}
\end{equation}
The delta function has allowed $\omega'$ to be replaced by $\omega$. The scattering is elastic because the masses do not change with time and the disorder has no excitations of its own that could exchange energy with the waves.

The coefficient $w_{\lambda\lambda'}$ is symmetric in the two modes, so the reverse rate is $w_{\lambda\lambda'}n'(n+1)$. The net loss is proportional to
\begin{equation}
n(n'+1)-n'(n+1)=n-n' .
\end{equation}
The products $nn'$ cancel. The average occupations, for which the same letters are kept, therefore obey the linear equation
\begin{equation}
\left(\frac{dn_\lambda}{dt}\right)_{\rm coll}=-\sum_{\lambda'}w_{\lambda\lambda'}\,(n_\lambda-n_{\lambda'}).
\label{eq:coll}
\end{equation}
As in any Boltzmann equation, phase relations between different modes have been neglected. Stimulated emission speeds up both directions equally, so no occupation number is left in the coefficient. Temperature enters through the occupations themselves and leaves the scattering rate of a given mode unchanged.

\section*{Second half: total rate, heat current and numbers}

The first half considered $N$ atoms, each with cell volume $V_0$, and independent masses with relative variance $\Gamma=\langle(m_i/\bar m-1)^2\rangle$. The modes $\lambda=(\mathbf k,j)$ have real unit polarization $\mathbf e$ and frequency $\omega=v_jk$, with one longitudinal velocity $v_L$ and a transverse velocity $v_T$ shared by two branches. With $\hbar=1$ and to leading order in the mass deviations, the occupations change by collisions as
\begin{equation}
\left(\frac{dn_\lambda}{dt}\right)_{\rm coll}=-\sum_{\lambda'}w_{\lambda\lambda'}(n_\lambda-n_{\lambda'}),\qquad
w_{\lambda\lambda'}=\frac{\pi\Gamma\omega^2}{2N}(\mathbf e\cdot\mathbf e')^2\delta(\omega'-\omega).
\label{eq:recap}
\end{equation}

This part has established, to leading order in independent mass deviations, the elastic scattering coefficient between two modes and the linear collision equation for the occupations. It remains to sum over the final modes for the total rate, to find the relaxation of a heat current, and to test the result with numbers and with the motion of the atoms.
